Why a spin-orbit Hubbard bond keeps a threefold degenerate level

**What symmetry allows**

Consider two sites with one orbital each and two particles in total, so that the bond is half filled. The repulsion U favours one particle per site, which leaves a spin one-half S1 on site 1 and S2 on site 2 (in units of ħ). Suppose that hopping rotates the spin about one axis, the unit vector n. Symmetry then nearly fixes the low-energy Hamiltonian.

Any operator on the four singly occupied states is a sum of a constant, terms linear in one spin, and products of a component of S1 with a component of S2. Time reversal changes the sign of each spin and so forbids the linear terms. Invariance under a common rotation of both spins about n leaves three products:

H_eff = const + a S1·S2 + b n·(S1×S2) + c (n·S1)(n·S2).  (1)

The b term is the Dzyaloshinskii-Moriya (DM) interaction and the c term is a symmetric anisotropy. By dimensions, a, b and c are energies of the form t f(U/t, θ), where t is the hopping strength and θ the spin-orbit angle defined below.

The levels of (1) follow with z along n. The states ↑↑ and ↓↓ have energy (a+c)/4 above the constant. In the space of ↑↓ and ↓↑ the diagonal element is −(a+c)/4 and the off-diagonal element has modulus √(a²+b²)/2, so the levels there are

−(a+c)/4 ± √(a²+b²)/2.

The upper of these meets the pair ↑↑, ↓↓ when

a + c = √(a²+b²).  (2)

Symmetry does not impose (2). Two derivations show that the Hubbard bond satisfies it.

**The model**

The Hamiltonian is

H = −(c1† M c2 + h.c.) + U(n1↑n1↓ + n2↑n2↓), U > 0,

where ci is the two-component annihilation operator of site i and M is a 2×2 matrix in spin space. Time reversal requires σy M* σy = M. Write M = m0 + i m·σ. Since σy σ* σy = −σ, the condition becomes m0* = m0 and m* = m, so all four coefficients are real. With t = √(m0²+m²) > 0,

M = t(cos θ + i sin θ n·σ) = t exp(iθ n·σ).

H_eff is defined as follows. Take the four lowest eigenstates of H, project them onto single occupancy, orthonormalize them symmetrically, and assign them their energies in H. This definition does not require t/U to be small.

**First derivation: rotate the spins locally**

Define new operators by

c1 = exp(iθ n·σ/2) d1, c2 = exp(−iθ n·σ/2) d2.

The three exponentials in the hopping term cancel, because their exponents contain the same matrix n·σ:

c1† M c2 = t d1† exp(−iθ n·σ/2) exp(iθ n·σ) exp(−iθ n·σ/2) d2 = t d1†d2.

The repulsion on a site is U N(N−1)/2, with N the particle number of that site. A spin rotation does not change N. Hence H becomes an ordinary Hubbard bond without θ or n, and its spectrum depends on neither.

This bond conserves the total rotated spin T1+T2, where Ti = ½ di†σdi. Its two-particle states separate into spin triplets and singlets.

A triplet is symmetric in spin, so its spatial function ψ(i,j) is antisymmetric and ψ(i,i) = 0. The repulsion does not act. One particle is in the bonding orbital of energy −t and the other in the antibonding orbital of energy +t. The energy is zero, three times.

A singlet has a symmetric spatial function. Let p be the bonding and q the antibonding orbital. Then pp has ψ(1,1) = ψ(2,2) = ½, and so has qq. The repulsion has the matrix element U(¼+¼) = U/2 within each state and also between them. In the basis pp, qq,

H = [ −2t+U/2, U/2 ; U/2, 2t+U/2 ],

E = U/2 ± √(4t²+U²/4) = [U ± √(U²+16t²)]/2.

The third singlet, (pq+qp)/√2, has opposite parity under exchange of the sites. It is doubly occupied throughout and has energy U. The ground state therefore lies below the triplet by

J = [√(U²+16t²) − U]/2.  (3)

Since H conserves the total rotated spin, and projection onto single occupancy respects this, H_eff has the form A + B T1·T2. The product T1·T2 equals ¼ in the triplet and −¾ in the singlet. From A+B/4 = 0 and A−3B/4 = −J one finds B = J and A = −J/4:

H_eff = J(T1·T2 − ¼).  (4)

It remains to return to the original spins. Let F(α) = exp(iα n·σ/2) σ exp(−iα n·σ/2). The commutators of the Pauli matrices give dF/dα = n×F, with F(0) = σ. Thus F(α) = R(α)σ, where R(α) is the rotation

R(α)v = v cos α + (n×v) sin α + n(n·v)(1−cos α).

On site 1, S1 = ½ c1†σc1 contains exp(−iθ n·σ/2) σ exp(iθ n·σ/2), which is α = −θ. Hence S1 = R(−θ)T1. On site 2 the sign is opposite, so S2 = R(θ)T2. Inverting both,

T1·T2 = [R(θ)S1]·[R(−θ)S2] = S1·R(−2θ)S2
= cos 2θ S1·S2 − sin 2θ S1·(n×S2) + (1−cos 2θ)(n·S1)(n·S2).

Because S1·(n×S2) = −n·(S1×S2), the result is

H_eff = J[cos 2θ S1·S2 + sin 2θ n·(S1×S2) + (1−cos 2θ)(n·S1)(n·S2) − ¼].  (5)

In the notation of (1), a = J cos 2θ, b = D = J sin 2θ and c = Γ = J(1−cos 2θ). Then a+c = J and √(a²+b²) = J, so condition (2) holds for every θ.

**Second derivation: find the states that can hop**

Now keep the original spins and put z along n. The hopping amplitude from site 2 to site 1 is −t exp(iθ) for spin up and −t exp(−iθ) for spin down. Define

|↑↓⟩ = c1↑†c2↓†|0⟩, |↓↑⟩ = c1↓†c2↑†|0⟩,
|D1⟩ = c1↑†c1↓†|0⟩, |D2⟩ = c2↑†c2↓†|0⟩.

From |↑↓⟩, the down particle can hop to site 1 with phase exp(−iθ), or the up particle to site 2 with the conjugate of exp(iθ), which is the same phase. From |↓↑⟩ both phases are exp(iθ), and restoring the order of the operators costs a minus sign. With Ht the hopping part of H,

Ht|↑↓⟩ = −t exp(−iθ)(|D1⟩+|D2⟩),
Ht|↓↑⟩ = +t exp(iθ)(|D1⟩+|D2⟩).

Both states reach the same doubly occupied combination, so one superposition of them cannot hop. Define

|b⟩ = [exp(iθ)|↑↓⟩ − exp(−iθ)|↓↑⟩]/√2,
|d⟩ = [exp(iθ)|↑↓⟩ + exp(−iθ)|↓↑⟩]/√2.

For |d⟩ the two contributions are −t and +t, and they cancel. For |b⟩ they add:

Ht|d⟩ = 0, Ht|b⟩ = −2t|D+⟩, |D+⟩ = (|D1⟩+|D2⟩)/√2.

The states ↑↑ and ↓↓ cannot hop because of the Pauli principle. Together with |d⟩ they form the threefold level at zero energy. In the basis |b⟩, |D+⟩ the Hamiltonian is [0, −2t ; −2t, U], whose lower eigenvalue is −J with J from (3). The singly occupied part of the ground state is proportional to |b⟩, so

H_eff = −J|b⟩⟨b|.

To write this with spin operators, expand the projector:

|b⟩⟨b| = ½[ |↑↓⟩⟨↑↓| + |↓↑⟩⟨↓↑| − exp(2iθ)|↑↓⟩⟨↓↑| − exp(−2iθ)|↓↑⟩⟨↑↓| ].

The first two terms in the bracket sum to ½ − 2S1zS2z. With X = S1xS2x+S1yS2y and Z = S1xS2y−S1yS2x, the flip operator is |↑↓⟩⟨↓↑| = S1⁺S2⁻ = X − iZ. Hence

exp(2iθ)(X−iZ) + h.c. = 2(X cos 2θ + Z sin 2θ),

H_eff = J[S1zS2z + X cos 2θ + Z sin 2θ − ¼].

Since X = S1·S2 − S1zS2z and Z = n·(S1×S2), this is (5).

**What each derivation assumes**

The first derivation needs an interaction that is unchanged when the two sites are rotated independently. It needs no matrix elements in the original basis, and it carries over to every term with this invariance that leaves the threefold level next above the ground state. A density repulsion V n1n2 with V < U replaces U by U−V in (3). A difference of site energies changes J but leaves the threefold level intact. Along an open chain of such bonds, the phases can be removed one site after another.

On a closed ring the last bond may retain a phase. For one particle on a ring of four sites with the same θ and n on each bond, the energies are −2t cos(k±θ), with k a multiple of π/2. These depend on θ, so the single-bond argument does not extend to such a ring.

The second derivation needs explicit amplitudes but no invariance of the interaction. It needs the singly occupied states to have equal energy before hopping, and a single combination of them to couple to the doubly occupied states. It also shows what the triplet is. The overlap of |d⟩ with the original singlet (|↑↓⟩−|↓↑⟩)/√2 is [exp(iθ)−exp(−iθ)]/2 = i sin θ. The threefold level is a triplet of the rotated spins, and one of its states contains the original singlet with weight sin²θ. H does not conserve the original total spin unless sin θ = 0.

**Limits, and the cost of dropping a term**

For small θ, D ≈ 2Jθ and Γ ≈ 2Jθ². The anisotropy is one order smaller than D, which may suggest dropping it. But D changes the levels through √(a²+b²), so its effect is also of order θ². If c is set to zero while a and b are kept, the upper levels separate by

½[√(a²+b²) − a] = J(1−cos 2θ)/2 = J sin²θ.  (6)

This equals D²/(4J cos²θ), or about D²/(4J) for small θ. The splitting is false, since the full bond has none.

At θ = π/4 the isotropic coefficient vanishes and D = J. At θ = π/2 the DM term vanishes while Γ = 2J. The level is threefold in both cases.

For U ≫ t, expanding (3) gives J ≈ 4t²/U − 16t⁴/U³. For U ≪ t, J tends to 2t. Equation (5) still gives the energies there, but the ground state is then almost half doubly occupied and the picture of two localized spins is poor.

**Numbers for a copper pair**

A pair of Cu(2+) ions bridged by oxygen suits the model, because each ion has one hole in its d shell. The bond must have no inversion centre midway between the ions, as with a single bent Cu–O–Cu bridge. Such a centre would require M = M†, and hence sin θ = 0. Take the rough values t = 0.30 eV, U = 6.0 eV and θ = 0.05. Then

J = [√(36+1.44) − 6]/2 eV = 59.4 meV,

compared with 4t²/U = 60.0 meV. The other coefficients are

D = 59.4 × sin 0.10 = 5.93 meV,
Γ = 59.4 × (1 − cos 0.10) = 0.297 meV.

The original singlet weight in the threefold level is 0.0025. Dropping Γ would produce a false splitting of 59.4 meV × sin² 0.05 = 0.148 meV, or 148 μeV.

Several effects outside the model do split the level. The widths below come from numerical diagonalization, with t, U and θ held fixed and one effect added at a time.

Direct exchange adds −K S1·S2. If the small double occupancy is neglected, this changes a to J cos 2θ − K. Condition (2) then fails, and for K < J the level splits by half the difference of its two sides,

½[√(J²+K²−2JK cos 2θ) − (J−K)] ≈ JK sin²θ/(J−K).

The last form requires 4JK sin²θ ≪ (J−K)², so it fails as K approaches J. A rough K = 5 meV gives 13.6 μeV. Magnetic dipole coupling at 0.38 nm, with the bond perpendicular to n and g = 2, gives 5.9 μeV. A field of 0.1 T along n shifts ↑↑ and ↓↓ in opposite directions and spreads the level over 23 μeV for a g factor of 2. For Cu(2+) the g factor along n exceeds 2. The spin-orbit and level-spacing values used below give about 2.5, which raises the field width to about 29 μeV and the dipole width to about 7 μeV.

With the rough values chosen here, a second d orbital has a larger effect than either of the two couplings above. Place it 1.6 eV higher, with an on-site spin-orbit element of 0.10 eV and a Hund coupling J_H of 0.8 eV. The interaction is the rotationally invariant one, with repulsion U within an orbital and U − 2J_H between unlike orbitals. Let the hopping be 0.3004 eV between the lower orbitals, 0.10 eV between the upper ones, and ∓0.121 eV between unlike orbitals. The hopping between the lowest doublets is then again t exp(iθ n·σ). Diagonalizing the 28 two-hole states gives a splitting of 27 μeV and a mean gap of 59.0 meV. Only the order of magnitude of this splitting is meaningful. It falls to 16 μeV for J_H = 0.58 eV, a rough value for the x²−y², xy pair, and rises to 37 μeV without hopping between the upper orbitals. With all five d orbitals it lies between about 7 and 49 μeV, and the gap between 57 and 62 meV, for the few choices of the additional hoppings that were tried.

With J_H = 0, so that all repulsions equal U, the splitting is below 0.001 μeV. Part of this can be derived. If hopping between the two excited doublets is removed, the remaining links form an open chain: excited 2, ground 1, ground 2, excited 1. Each doublet can be rotated separately to remove all phases, and an interaction that depends on the site's total particle number permits this. Hund coupling does not. It makes the repulsion depend on which orbitals are occupied, and it exchanges spins and moves pairs between them. Because spin-orbit coupling mixes the orbitals in each doublet, even the orbital-dependent repulsion changes when the doublets are rotated separately. A repulsion of 4.4 eV between unlike orbitals, with no exchange or pair terms, splits the level by 18 μeV on its own.

**Beside real materials and memory**

In layered copper oxides with nearly straight Cu–O–Cu bonds, J is roughly 0.1 eV, so the value here is somewhat low. The ratio D/J = 0.10 is high: in weakly buckled copper-oxygen planes it is nearer 0.01. At fixed J that would reduce the false splitting about a hundredfold, to 1.5 μeV. This is below the dipole width and below the two-orbital splitting, which is then about 14 μeV and persists at θ = 0. In that regime the anisotropy is set by effects outside the one-orbital bond. The bridging oxygen and the other d orbitals are not treated explicitly, so these numbers are model estimates.

A magnetic memory cell needs an anisotropy that holds its magnetization against thermal motion. This pair is no such cell, since its ground state is nondegenerate and, by time reversal, has no net magnetic moment. At 300 K, where kT = 25.9 meV, the threefold level holds 23% of the population. The bond matters as an ingredient of spin models. A model that takes D from the one-orbital bond and omits Γ acquires a splitting of 148 μeV, while that bond has none. The 27 μeV of the two-orbital example should be set against the error within the same model, because the second orbital also changes D, from 5.93 to 6.72 meV. Dropping the symmetric anisotropy there gives 192 μeV in place of 27 μeV.

The magnetic layers of common memory devices are metals with several active d orbitals. They break the one-orbital, half-filled assumption, and the 27 μeV found here cannot be carried over to them. For such layers, D and the symmetric anisotropy should be calculated together, from a model that contains those orbitals and the orbitals of any neighbouring atoms with strong spin-orbit coupling.
